# Padovani–Stratton Energy and the Onset of Tunnelling in Silicon Contacts

## Problem

A metal contacts the (100) face of uniformly doped n-type silicon at 300 K. Take the rough material values $\kappa=12$ for the dielectric constant and $m_t=0.2$, $m_l=0.9$ electron masses for the transverse and longitudinal masses of the six conduction valleys. The barrier top lies $\phi=0.60$ eV above the Fermi level, a chosen round value.

(a) Find the Padovani–Stratton energy $E_{00}$, which sets the tunnelling exponent of the contact, as a function of the doping $N$.

(b) Consider the law $\rho\propto\exp(\phi/E_{00})$ for the contact resistance. Find how $\rho$ depends on $\phi$ at any doping, and when this law holds.

(c) Estimate the doping at which the resistance becomes tunnelling dominated, saying what that phrase means.

**Conventions.** Gaussian units are used, and $e>0$ is the elementary charge. The coordinate $x$ runs from the metal surface into the silicon. Energies are measured from the conduction-band edge in the neutral bulk, where the Fermi level is at $\zeta$ (negative if it lies in the gap). The band bending is therefore $V_b=\phi+\zeta$. The part of an electron's energy belonging to motion along $x$ is $E$, with effective mass $m$.

**Model.** All donors are ionized and smeared into a uniform charge, and the barrier region is fully depleted. Bands are parabolic and transverse momentum is conserved. Image-force lowering, interface layers and band-gap narrowing are left out.

## Solution

### (a) The barrier and its tunnelling energy

The depleted layer carries charge density $+eN$. Poisson's equation for the electrostatic potential has $-4\pi eN/\kappa$ on the right, and an electron's potential energy is $-e$ times that potential, so

$$V''(x)=\frac{4\pi e^2N}{\kappa}.$$

At the depletion edge $x=W$ both $V$ and the field vanish. Integrating twice and setting $V(0)=V_b$ gives

$$V=V_b\left(1-\frac xW\right)^2,\qquad W^2=\frac{\kappa V_b}{2\pi e^2N}.$$

In the WKB approximation an electron with $0<E<V_b$ is transmitted with probability $T=e^{-G}$, where

$$G=\frac2\hbar\int_0^{x_t}\sqrt{2m(V-E)}\,dx$$

and $x_t$ is the turning point, $V(x_t)=E$. Put $u=1-x/W$ and $\varepsilon=E/V_b$. Then $dx=-W\,du$, the turning point is $u=\sqrt\varepsilon$, and

$$G=\frac{2W\sqrt{2mV_b}}{\hbar}\int_{\sqrt\varepsilon}^1\sqrt{u^2-\varepsilon}\,du.$$

An antiderivative is $\tfrac12[u\sqrt{u^2-\varepsilon}-\varepsilon\ln(u+\sqrt{u^2-\varepsilon})]$. With $s=\sqrt{1-\varepsilon}$ the integral is

$$\tfrac12\left[s-\varepsilon\ln\frac{1+s}{\sqrt\varepsilon}\right].$$

Because $\varepsilon=(1-s)(1+s)$, the logarithm equals $\tfrac12\ln[(1+s)/(1-s)]=\operatorname{artanh}s$. The prefactor follows from $W$:

$$\frac{W\sqrt{2mV_b}}{\hbar}=\frac1\hbar\sqrt{\frac{\kappa V_b}{2\pi e^2N}\,2mV_b}=\frac{V_b}{\hbar e}\sqrt{\frac{\kappa m}{\pi N}}.$$

Hence

$$G=\frac{V_b}{E_{00}}\left[s-\varepsilon\operatorname{artanh}s\right],\qquad \boxed{E_{00}=\hbar e\sqrt{\frac{\pi N}{\kappa m}}}.$$

At the bulk band edge, $\varepsilon=0$ and $s=1$, so $G=V_b/E_{00}$: the larger $E_{00}$, the smaller the tunnelling exponent. WKB itself fails very close to this edge, where the true transmission vanishes with the speed of the outgoing wave. The energy $E_{00}$ is also $\hbar\omega_p/2$, with $\omega_p^2=4\pi Ne^2/(\kappa m)$. At fixed band bending, a higher doping narrows the barrier as $N^{-1/2}$, which is why $E_{00}$ grows as $N^{1/2}$.

On a (100) face, four valleys have the light mass $m_t$ along the normal and two have $m_l$. For the light valleys $E_{00}=11.98$ meV at $N=10^{18}$ cm$^{-3}$, so

$$E_{00}\approx12\ \text{meV}\,\sqrt{\frac{N}{10^{18}\ \text{cm}^{-3}}}.$$

The heavy valleys have a value smaller by $\sqrt{0.2/0.9}=0.47$.

The exponent leaves out a factor from matching at the metal. If the metal wave number is $k$ and the decay constant just inside the barrier is $q$, matching $e^{ikx}+re^{-ikx}$ to $te^{-qx}$ gives $t=2k/(k+iq)$. The WKB wave then delivers a flux $(\hbar q/m)|t|^2e^{-G}$ for an incident flux $\hbar k/m$ (equal masses), so

$$T=\frac{4kq}{k^2+q^2}\,e^{-G}.$$

A direct solution of the Schrödinger equation for $V_b/E_{00}=40$, $E/V_b=0.3$ and $kW=40$ gives 1.008 times this expression. The matching factor depends on the metal and is set to one below. This affects the size of $\rho$ and, because $q$ depends on the barrier height, also corrects the slope of $\ln\rho$ with $\phi$. It does not change the leading exponent.

### (b) From transmission to contact resistance

For one valley, including spin, the current density at a small voltage $U$ is

$$J=\frac{2e}{2\pi\hbar}\int dE\,T(E)\int\frac{d^2k_\perp}{(2\pi)^2}\,\Delta f,$$

where $\Delta f$ is the difference of the occupations on the two sides. To first order $\Delta f=eU(-\partial f/\partial E)$, taken at the total energy $E+E_\perp$. The change of $T$ with voltage multiplies a difference that is already first order, so it drops out. For an elliptic transverse band with $m_\parallel=\sqrt{m_ym_z}$, the density of states gives $d^2k_\perp/(2\pi)^2\to m_\parallel dE_\perp/(2\pi\hbar^2)$. The integral of $-\partial f/\partial E_\perp$ from zero to infinity is $f(E)$. Summing over valleys,

$$\frac1\rho=\frac{e^2}{2\pi^2\hbar^3}\sum_{\rm valleys}m_\parallel\int_0^\infty T(E)f(E)\,dE,\qquad f=\frac1{e^{(E-\zeta)/kT}+1}.$$

Above the barrier take $T=1$. Since $\phi\gg kT$, that part of the integral is

$$\int_{V_b}^\infty e^{(\zeta-E)/kT}dE=kT\,e^{-\phi/kT},$$

which is thermionic emission. By itself it gives $\rho_{\rm th}=13.7\ \Omega\,\text{cm}^2$, whatever the doping.

Below the top, $f$ falls with energy while $T$ rises. To find the best compromise, differentiate $G$. Since $ds/d\varepsilon=-1/(2s)$ and $1-s^2=\varepsilon$,

$$\frac{d}{d\varepsilon}(s-\varepsilon\operatorname{artanh}s)=\frac{ds}{d\varepsilon}-\operatorname{artanh}s-\frac{\varepsilon}{1-s^2}\frac{ds}{d\varepsilon}=-\operatorname{artanh}s.$$

Thus $dG/dE=-\operatorname{artanh}s/E_{00}$. Where $f$ is a Boltzmann factor, the integrand is $e^{-S}$ with $S=(E-\zeta)/kT+G$. Setting $dS/dE=0$ and writing $y=E_{00}/kT$,

$$\operatorname{artanh}s=y,\qquad E_m=V_b(1-\tanh^2y)=V_b\operatorname{sech}^2y.$$

At this energy

$$S_m=\frac{V_b\operatorname{sech}^2y-\zeta}{kT}+\frac{V_b}{E_{00}}\left(\tanh y-y\operatorname{sech}^2y\right).$$

Because $y/E_{00}=1/kT$, the two $\operatorname{sech}^2$ terms cancel, leaving

$$S_m=\frac{V_b}{E_{00}}\tanh y-\frac{\zeta}{kT}.$$

The second derivative is

$$\frac{d^2S}{dE^2}=\frac{1}{2E_{00}V_b\,\varepsilon s}>0,$$

so $S$ has a minimum and the integrand a maximum. Its Gaussian width obeys $\sigma^2=2E_{00}V_b\operatorname{sech}^2y\tanh y$, and one valley contributes $\int Tf\,dE\approx\sqrt{2\pi}\,\sigma e^{-S_m}$. This needs a peak that lies well above the Fermi level on the scale of $kT$ and is separated from both the barrier top and the bulk band edge by more than its width.

At fixed doping $\zeta$ is fixed, so $\phi$ enters through $V_b=\phi+\zeta$. The main dependence is

$$\boxed{\rho\propto\exp\left(\frac{\phi}{E_0}\right),\qquad E_0=E_{00}\coth\frac{E_{00}}{kT}}.$$

Two limits explain the result.

- **$E_{00}\ll kT$:** $\tanh y\approx y$, so $E_0\to kT$. The exponent is thermionic.
- **$E_{00}\gg kT$:** $\tanh y\to1$, so $E_0\to E_{00}$. This is the quoted law.

The quoted law must not be carried to low doping. At $10^{18}$ cm$^{-3}$ it would give an exponent $600/11.98=50$, larger than the thermionic $\phi/kT=23.2$. Thermally excited electrons carry the current instead; at this doping most of them tunnel through the upper part of the barrier.

At the highest dopings the Fermi level enters the band, and the Boltzmann step fails once $E_m$ drops below $\zeta$. The current then flows near $E=\zeta$, with exponent $G(\zeta)$. Differentiating $G$ with respect to $V_b$ at fixed energy gives

$$\frac{\partial G}{\partial V_b}=\frac{(s-\varepsilon\operatorname{artanh}s)+\varepsilon\operatorname{artanh}s}{E_{00}}=\frac{s}{E_{00}}.$$

At the Fermi level $s=\sqrt{1-\zeta/V_b}=\sqrt{\phi/V_b}$. The field-emission scale is therefore $E_{00}\sqrt{V_b/\phi}$, somewhat above $E_{00}$.

### A table of cases

The bulk Fermi level follows from $N=N_cF_{1/2}(\zeta/kT)$, with $F_{1/2}$ the normalized Fermi integral, $N_c=2.86\times10^{19}$ cm$^{-3}$ and $kT=25.85$ meV. The resistance below comes from the full energy integral over all six valleys. "Tunnel share" is the fraction of the light-valley current passing below the barrier top. The last column is the numerical barrier scale $E_s=(\partial\ln\rho/\partial\phi)^{-1}$, to be compared with $E_0$.

| $N$ (cm$^{-3}$) | $E_{00}$ (meV) | Tunnel share | $\rho$ ($\Omega\,$cm$^2$) | $E_0$ (meV) | $E_s$ (meV) |
|---|---:|---:|---:|---:|---:|
| $10^{16}$ | 1.20 | 0.34 | 9.3 | 25.9 | 26.1 |
| $10^{17}$ | 3.79 | 0.65 | 5.2 | 26.0 | 26.5 |
| $10^{18}$ | 12.0 | 0.96 | 0.70 | 27.7 | 28.4 |
| $10^{19}$ | 37.9 | 1.00 | $3.9\times10^{-4}$ | 42.2 | 44.1 |
| $10^{20}$ | 120 | 1.00 | $4.7\times10^{-8}$ | 119.9 | 126.7 |

The numerical scale was tested against $E_0$ at all five dopings, with 12% allowed for prefactors and degeneracy. At the two lowest dopings the Gaussian peak would lie within its own width of the barrier top, so the Gaussian result does not apply. Where it does apply, its prefactor explains most of the difference: $\rho\propto1/\sigma\propto V_b^{-1/2}$, so

$$\frac1{E_s}\approx\frac1{E_0}-\frac1{2V_b}.$$

At $10^{19}$ cm$^{-3}$, $\zeta=-24$ meV and $V_b=0.576$ eV. This gives $23.7-0.87=22.8$ eV$^{-1}$, or $E_s\approx44$ meV, as in the table. At $10^{20}$ cm$^{-3}$, $\zeta=63$ meV and the degenerate formula gives $119.9\sqrt{0.663/0.600}=126$ meV, again close to the numerical value.

Both values set the matching factor to one. For fast metal electrons, $k\gg q$, that factor is $4q/k\propto(V_b-E)^{1/2}$, which lowers $\partial\ln\rho/\partial\phi$ by $1/[2(V_b-E)]$. At $10^{20}$ cm$^{-3}$ the current flows near $E=\zeta$, where $V_b-E=\phi$. In this leading estimate the slope falls from $7.89$ to $7.06$ eV$^{-1}$, and the scale rises from 127 to about 142 meV. Since $V_b/E_{00}$ is only 5.5 here, higher wave corrections also matter: integrating the Schrödinger equation directly for the light valleys gives about 148 meV in the fast limit. When the masses differ, the condition $k\gg q$ compares velocities, and $\hbar q/m\approx10^8$ cm/s is comparable to metal Fermi velocities. For metal velocities of $1.4$ to $2.0\times10^8$ cm/s the scale is 137 to 142 meV.

The scale also tells how sharply an error in the barrier affects the resistance. Raising $\phi$ by 0.01 eV multiplies $\rho$ by about $e^{10/28.4}=1.4$ at $10^{18}$ cm$^{-3}$, but by only $e^{10/126.7}=1.08$ at $10^{20}$ cm$^{-3}$.

### (c) Three meanings of "tunnelling dominated"

**Half the current tunnels.** The table shows that a large tunnelling share does not imply a tunnelling exponent: at $10^{17}$ cm$^{-3}$ the share is 65%, yet $E_s$ is nearly $kT$. The electrons are crossing just below the top. There $s^2=(V_b-E)/V_b$ is small and $\operatorname{artanh}s\approx s$. Integrating $-dG/dE$ down from the top, where $G=0$, gives

$$G\approx\frac{2}{3}\frac{(V_b-E)^{3/2}}{E_{00}\sqrt{V_b}}.$$

With $v=(V_b-E)/kT$, the Boltzmann factor is $e^{-\phi/kT}e^v$. Dividing the current below the top by the thermionic current gives

$$I(a)=\int_0^\infty e^{v-av^{3/2}}dv,\qquad a=\frac23\frac{kT}{E_{00}}\sqrt{\frac{kT}{V_b}}.$$

The upper limit may be taken to infinity because the integrand has died out well before the band edge. Equal currents, $I(a)=1$, require $a=1.858$. The full calculation places this point at $N=3.7\times10^{16}$ cm$^{-3}$, where $V_b=0.428$ eV. The near-top formula gives

$$\frac{E_{00}}{kT}=\frac{2}{3(1.858)}\sqrt{\frac{0.02585}{0.428}}=0.088,$$

against 0.089 from the full WKB integral. At this doping tunnelling has merely doubled the light-valley conductance.

WKB is weak so close to the top, where $G$ is not large. A better local description treats the barrier as linear, with slope magnitude $F=2V_b/W$. Its energy scale is

$$E_a=\left(\frac{\hbar^2F^2}{2m}\right)^{1/3}=\left(4E_{00}^2V_b\right)^{1/3},$$

where $\hbar^2/(2mW^2)=E_{00}^2/V_b$ was used. With $z=(V_b-E)/E_a$, the outgoing wave at the interface is proportional to $\mathrm{Bi}(z)+i\,\mathrm{Ai}(z)$, with a flux independent of $E$. If the metal electrons are fast, the incident amplitude is proportional to the wave at the interface, so $T\propto1/(\mathrm{Ai}^2+\mathrm{Bi}^2)$. This changes the tunnelling share at the same doping from 0.50 to 0.41. Within the model the marker is therefore an order of magnitude, a few times $10^{16}$ cm$^{-3}$. It depends on the sharp barrier top. The omitted image force lowers the top by $\sqrt{e^2F/\kappa}\approx29$ meV at this doping, more than either $kT$ or $E_a=21$ meV. With it the WKB share falls to about 0.27 here and 0.39 at $10^{17}$ cm$^{-3}$, so for a real contact this marker lies above $10^{17}$ cm$^{-3}$.

**The exponent changes.** For the resistance, the useful crossover is $E_{00}=kT$. Squaring and solving for the doping,

$$\frac{\hbar^2e^2\pi N_1}{\kappa m}=(kT)^2\quad\Longrightarrow\quad\boxed{N_1=\frac{\kappa m(kT)^2}{\pi\hbar^2e^2}}.$$

With $E_{00}=11.98$ meV at $10^{18}$ cm$^{-3}$,

$$N_1=\left(\frac{25.85}{11.98}\right)^2\times10^{18}\ \text{cm}^{-3}\approx4.7\times10^{18}\ \text{cm}^{-3},$$

or $4.7\times10^{24}$ m$^{-3}$. It does not depend on the barrier height, and it scales as $T^2$.

At $N_1$ the exponent for $\zeta=0$ has fallen from 23.2 to $23.2\tanh1=17.7$. The energy integral with the actual Fermi level gives $\rho=1.1\times10^{-2}\ \Omega\,\text{cm}^2$, about 1200 times below the thermionic value. This ratio can be checked from the Gaussian result:

$$\frac{\rho_{\rm th}}{\rho}\approx w\,\frac{\sqrt{2\pi}\,\sigma}{kT}\exp\left[\frac{V_b(1-\tanh1)}{kT}\right].$$

Here $w=4\sqrt{m_tm_l}/(4\sqrt{m_tm_l}+2m_t)=0.81$ is the light valleys' share of the transverse density of states. Since $N_1$ lies between the $10^{18}$ and $10^{19}$ cm$^{-3}$ rows, $V_b$ lies between 0.51 and 0.58 eV. The estimate then runs from about 800 to 1600, which brackets the computed ratio. The heavy valleys carry 0.4% of the current, so leaving them out of $N_1$ is justified.

The crossing is still thermally assisted at $N_1$. For $\zeta=0$ the most probable energy is $\operatorname{sech}^2(1)\,\phi=0.42\phi$, while the numerical activation energy, $\partial\ln\rho/\partial(1/kT)$, is $0.44\phi$. The small excess comes from the temperature dependence of $\sigma$:

$$-\frac{\partial\ln\sigma}{\partial(1/kT)}=E_{00}\left(\tanh y-\frac{\operatorname{sech}^2y}{2\tanh y}\right)=0.49E_{00}\approx0.02\phi$$

at $y=1$.

**The pure law is adequate.** Ask that the exponent $\phi/E_{00}$ exceed the general one by no more than one, again at $\zeta=0$. The limiting case is

$$\frac{\phi}{E_{00}}\left(1-\tanh\frac{E_{00}}{kT}\right)=\frac{23.2}{y}(1-\tanh y)=1,$$

with solution $y=1.65$, or $E_{00}=43$ meV. As $N\propto E_{00}^2$, this means $N=(1.65)^2N_1\approx1.3\times10^{19}$ cm$^{-3}$. Even here the pure exponential is too large by a factor $e$ relative to the general exponential. At $N_1$ it is too large by $e^{23.2-17.7}$, about 250.

The answer to (c) is thus a crossover centred near $5\times10^{18}$ cm$^{-3}$, with $\exp(\phi/E_{00})$ becoming a fair description of the barrier dependence above roughly $10^{19}$ cm$^{-3}$. It gives the right scale rather than a precise one: in the table $E_s$ exceeds $E_{00}$ by 16% at $10^{19}$ and 6% at $10^{20}$ cm$^{-3}$. Matching at the metal raises the excess to roughly 15 to 25%, and it grows again at still higher doping.

### Orientation and the limits of the estimate

The crossover is proportional to the mass along the normal. For a general valley the kinetic energy is quadratic in the wave vector. At fixed transverse momentum, completing the square in $k_x$ leaves the coefficient of $k_x^2$ unchanged, so the inverse tunnelling mass is the diagonal element of the inverse-mass tensor along the normal. A (111) normal makes equal angles with all three crystal axes, and every valley has

$$\frac1m=\frac13\left(\frac2{m_t}+\frac1{m_l}\right),\qquad m=0.27\ \text{electron masses}.$$

Then $N_1=6.3\times10^{18}$ cm$^{-3}$, higher than for (100) by the mass ratio 1.35.

The smeared-donor picture weakens as the barrier narrows. At $10^{20}$ cm$^{-3}$ the depletion width is 3.0 nm, while the typical donor spacing $N^{-1/3}$ is 2.2 nm. An electron then meets individual ions rather than a smooth parabola, and the last row of the table indicates a trend, not a value for a fabricated contact. At $N_1$ the spacing is 6 nm and the width lies between the tabulated cases' 26 and 8.7 nm, so local fluctuations may already matter. Mobile electrons near the depletion edge, left out by the full-depletion assumption, cancel part of the donor charge and weaken the field in the barrier. Including them in Poisson's equation would raise the light-valley WKB resistance by about half at $10^{19}$ and $10^{20}$ cm$^{-3}$, but would change $E_s$ by only a few percent. The image force, omitted here, lowers and thins the barrier and would reduce the light-valley WKB resistance by a factor of about two to three over the tabulated dopings. A shift of the barrier height changes the resistance exponentially but leaves $N_1$, which does not contain $\phi$, unchanged. Donor fluctuations blur both. The numerical output gives the remaining intermediate values.

## Computed values

```
temperature = 300 K; kT = 25.85 meV
rough silicon inputs: kappa = 12, m_t = 0.2 m_e, m_l = 0.9 m_e
chosen barrier phi = 0.60 eV; phi/kT = 23.21
effective band density = 2.86e+19 cm^-3
thermionic contact resistance = 1.37e+01 ohm cm^2
(100) contact, E00 for the light valleys:
N cm^-3 | E00 meV | E00/kT | zeta meV | width nm
1e+16 | 1.20 | 0.046 | -205.7 | 228.68
1e+17 | 3.79 | 0.147 | -146.2 | 77.58
1e+18 | 11.98 | 0.464 | -86.3 | 26.10
1e+19 | 37.90 | 1.466 | -24.0 | 8.74
1e+20 | 119.85 | 4.636 | 63.0 | 2.97
N cm^-3 | tunnel fraction | resistance ohm cm^2 | barrier scale meV: numerical, formula
1e+16 | 0.338 | 9.34e+00 | 26.1, 25.9
1e+17 | 0.649 | 5.17e+00 | 26.5, 26.0
1e+18 | 0.957 | 7.02e-01 | 28.4, 27.7
1e+19 | 1.000 | 3.92e-04 | 44.1, 42.2
1e+20 | 1.000 | 4.67e-08 | 126.7, 119.9
marker A: half tunnelling (WKB), N = 3.72e+16 cm^-3
  a = 1.858; band bending = 0.428 eV
  E00/kT: numerical = 0.0894, near-top formula = 0.0881
  tunnel fraction with Airy waves = 0.413
marker B: E00 = kT, N1 = 4.65e+18 cm^-3 = 4.65e+24 m^-3
  general exponent (phi/kT)tanh(1) = 17.68
  resistance = 1.12e-02 ohm cm^2; thermionic/this = 1225.0
  light-valley tunnel fraction = 0.9993; heavy-valley share = 0.0044
  at zeta=0: peak energy/phi = 0.420, thermal activation/phi = 0.442
marker C: pure exponent within one, N = 1.27e+19 cm^-3
  E00/kT = 1.650; E00 = 42.7 meV
(111) contact: normal mass = 0.270 m_e; N1 = 6.28e+18 cm^-3
Schroedinger/WKB transmission ratio = 1.0079 (Vb/E00 = 40, E/Vb = 0.3)
```
